# Why a Silica-Hafnia Bilayer Tunnels Unequally at Opposite Voltages

A layer of silica 1.5 nm thick and a layer of hafnia 3 nm thick lie between two identical metals. In the model treated here, 2 V of one sign drives a tunnel current of \(3.1\times10^{-4}\) A/cm², and 2 V of the other sign drives \(3.6\times10^{-7}\) A/cm². The ratio is about 870. Yet in the first situation an electron at the injecting Fermi level has the transmission \(1.02\times10^{-11}\) from either side, and in the second it has \(5.5\times10^{-15}\) from either side. Each barrier is reciprocal, but there are two barriers.

## The model and what reciprocity says

Silica is layer 1, on the left, and hafnia is layer 2, on the right. A positive \(V\) makes the right metal positive, so that electrons enter through silica. \(J\) is the electron flow from left to right multiplied by \(e>0\). Tunnelling is coherent and elastic, the interfaces are sharp, and the oxides hold no charge. The metals have the free-electron mass \(m_0\) and a Fermi energy of 5 eV.

The wavevector \(k_\parallel\) along the layers is conserved. With \(w=\hbar^2k_\parallel^2/2m_0\), the wave across the stack obeys

\[
\frac{d}{dx}\left(\frac{1}{m}\frac{d\psi}{dx}\right)=\frac{q^2}{m}\psi,\qquad
q^2=\frac{2}{\hbar^2}\left[m(U-E)+m_0w\right].
\]

Both \(\psi\) and \(\psi'/m\) are continuous at an interface. For two solutions at the same \(E\) and \(w\), the quantity

\[
W=\frac{\psi_1\psi_2'-\psi_2\psi_1'}{m}
\]

is constant, because its derivative is \((\psi_1\psi_2-\psi_2\psi_1)q^2/m=0\). Let \(\psi_1\) arrive from the left and \(\psi_2\) from the right:

\[
\psi_1=\begin{cases}e^{ik_Lx}+re^{-ik_Lx}\\ te^{ik_Rx}\end{cases}\qquad
\psi_2=\begin{cases}t'e^{-ik_Lx}&\text{(left metal)}\\ e^{-ik_Rx}+r'e^{ik_Rx}&\text{(right metal)}\end{cases}
\]

In the left metal the terms in \(r\) cancel and \(m_0W=-2ik_Lt'\). In the right metal the terms in \(r'\) cancel and \(m_0W=-2ik_Rt\). Hence \(k_Lt'=k_Rt\). Transmission is a ratio of fluxes, so

\[
T_{\leftarrow}=\frac{k_L}{k_R}|t'|^2=\frac{k_L}{k_R}\frac{k_R^2}{k_L^2}|t|^2=\frac{k_R}{k_L}|t|^2=T_{\rightarrow}.
\]

Both solutions belong to the same \(U(x)\). The result compares two directions of travel at one voltage, and says nothing about two voltages.

To obtain the current, count both spins and use \(v_x\,dk_x=dE/\hbar\) at fixed \(k_\parallel\), together with \(d^2k_\parallel=\pi\,d(k_\parallel^2)=(2\pi m_0/\hbar^2)\,dw\). The numerical factor is \(2\cdot2\pi/(2\pi)^3=1/(2\pi^2)\). Since the two opposing flows share one \(T\),

\[
J(V)=\frac{em_0}{2\pi^2\hbar^3}\int dE\int dw\;T(E,w;V)\,[f_L(E)-f_R(E)].
\]

Reciprocity thus makes the current vanish when the two Fermi functions coincide. It also leaves no conflict with thermodynamics: \(T\ge0\), and \(f_L-f_R\) has the sign of \(V\), so \(JV\ge0\) and the stack absorbs power in both polarities.

## Reversing the voltage does not mirror the barrier

Without charge in the oxides, the displacement \(\varepsilon_iF_i\) is the same in both layers. The voltage across a layer is therefore proportional to \(d_i/\varepsilon_i\), and silica takes the share

\[
a=\frac{d_1/\varepsilon_1}{d_1/\varepsilon_1+d_2/\varepsilon_2}
=\frac{1.5/3.9}{1.5/3.9+3/20}=0.719.
\]

At 2 V this is 1.439 V across silica and 0.561 V across hafnia. The thinner layer takes most of the voltage because its permittivity is low.

Put the zero of energy midway between the Fermi levels, which then lie at \(+eV/2\) on the left and \(-eV/2\) on the right. If \(g(x)\) is the fraction of the voltage dropped between the left metal and \(x\), the band edge is

\[
U_V(x)=\Phi(x)+\frac{eV}{2}-eVg(x),
\]

where \(\Phi\) is the zero-bias barrier, 3.6 eV in silica and 2.1 eV in hafnia. Let \(L\) be the total thickness. The mirror image of the profile at \(-V\) is

\[
U_{-V}(L-x)=\Phi(L-x)-\frac{eV}{2}+eVg(L-x).
\]

In a mirror-symmetric stack \(\Phi(L-x)=\Phi(x)\) and \(g(L-x)=1-g(x)\), and the right side becomes \(U_V(x)\). The masses are mirrored too, so the two polarities are the same problem seen from opposite sides and \(J(-V)=-J(V)\). As a test, a stack of hafnia, silica and hafnia, each 1.5 nm thick, gave a current ratio of 1.000000 at 2 V. A barrier may be far from uniform and still show no asymmetry. The bilayer lacks this mirror relation, so nothing forces its two currents to be equal.

## Small voltages

For small \(V\), write \(T=T_0+VT_1+\dots\), while \(f_L-f_R=eV(-df/dE)+O(V^3)\). The current is then

\[
J=GV+BV^2+\dots,
\]

where \(G\) contains \(T_0\) and \(B\) contains \(T_1\). The linear conductance \(G\) is common to both polarities, and the asymmetry begins with \(B\).

Its sign and size follow from the leading exponential \(T\sim e^{-S}\), with \(S=2\int\kappa\,dx\) and \(\kappa=\sqrt{2m(U-E)}/\hbar\) at \(w=0\). At the energy midway between the Fermi levels, the voltage changes the barrier by \(\delta U=-eV(g-\tfrac12)\). Since \(d\kappa/dU=m/(\hbar^2\kappa)\),

\[
S(V)=S(0)-2eV\int\frac{m}{\hbar^2\kappa}\left(g-\tfrac12\right)dx+O(V^2).
\]

The second-order term is even in \(V\) and drops out of the difference between polarities:

\[
\ln\frac{T(V)}{T(-V)}\approx S(-V)-S(V)=4eV\int\frac{m}{\hbar^2\kappa}\left(g-\tfrac12\right)dx .
\]

In silica \(g\) runs from 0 to \(a\), and the mean of \(g-\tfrac12\) is \(-(1-a)/2\). In hafnia \(g\) runs from \(a\) to 1, and the mean is \(a/2\). With \(t_i=m_id_i/(\hbar^2\kappa_i)\), evaluated at zero bias,

\[
\ln\frac{T(V)}{T(-V)}\approx2eV\left[a\,t_2-(1-a)\,t_1\right].
\]

The two terms have a direct meaning. Measured from the injecting Fermi level and averaged over each layer, hafnia lies lower by the whole silica drop \(eaV\) when electrons enter through silica than when they enter through hafnia. Silica, in turn, lies lower by the hafnia drop \(e(1-a)V\) when electrons enter through hafnia. Lowering layer \(i\) by a small energy \(\delta\) reduces \(S\) by \(2t_i\delta\). The asymmetry is the difference between these two gains.

For the example the masses are \(0.50\,m_0\) and \(0.18\,m_0\), and \(2m_0/\hbar^2=26.25\) eV⁻¹ nm⁻². Then

\[
\kappa_1=\sqrt{26.25\cdot0.50\cdot3.6}=6.87\ \text{nm}^{-1},\qquad
\kappa_2=\sqrt{26.25\cdot0.18\cdot2.1}=3.15\ \text{nm}^{-1},
\]

which give \(t_1=1.43\) eV⁻¹ and \(t_2=2.25\) eV⁻¹. The logarithm grows by \(2(0.719\cdot2.25-0.281\cdot1.43)=2.43\) per volt. The full transmission gives 2.53 per volt. The missing 0.10 comes from the factors that multiply the exponential. They depend on the potentials at the three interfaces, which do not change when both layers are thickened in proportion at fixed voltage. Indeed, with both thicknesses doubled or tripled the difference stays at 0.10 per volt, while the exponential part grows to 4.87 and 7.30.

Insert \(a\) and \(t_i\), and the thicknesses drop out of the sign. Entry through silica is favoured, at this order, if

\[
\frac{\varepsilon_2m_2}{\kappa_2}>\frac{\varepsilon_1m_1}{\kappa_1}
\quad\Longleftrightarrow\quad
\varepsilon_2\sqrt{\frac{m_2}{\Phi_2}}>\varepsilon_1\sqrt{\frac{m_1}{\Phi_1}} .
\]

The two sides are 5.86 and 1.45 eV⁻¹ᐟ² here. They would be equal for a hafnia permittivity of 4.96, all else unchanged. The part of \(S\) that is odd in \(V\) then starts with \(V^3\): between 0.2 and 0.4 V it grew by a factor 8.02, against 2.00 in the actual stack. Unlike layers can therefore compensate in the exponent at leading order, although the interface factors may leave a small linear remainder.

## Two volts, layer by layer

At 2 V the linear law predicts a logarithm of 4.87, or a ratio of 130, which is too small. The exponent must be taken at the actual barrier heights. If the height above the injecting Fermi level falls linearly from \(u_a\) to \(u_b\) across a layer, then \(dx=-d_i\,du/(u_a-u_b)\) and

\[
S_i=\frac{2\sqrt{2m_i}}{\hbar}\int\sqrt u\,dx
=\frac{4d_i\sqrt{2m_i}}{3\hbar}\,\frac{u_a^{3/2}-u_b^{3/2}}{u_a-u_b}.
\]

For entry through silica, the silica barrier falls from 3.6 to \(3.6-1.439=2.161\) eV. Hafnia then starts at \(2.1-1.439=0.661\) eV and ends at \(2.1-2=0.1\) eV:

\[
S_1=7.245\,\frac{3.6^{3/2}-2.161^{3/2}}{1.439}=18.40,\qquad
S_2=8.694\,\frac{0.661^{3/2}-0.1^{3/2}}{0.561}=7.84 .
\]

For entry through hafnia, the hafnia barrier falls from 2.1 to 1.539 eV, and silica from 3.039 to 1.6 eV. The same formula gives:

| Entry through | Silica exponent | Hafnia exponent | Sum |
|---|---:|---:|---:|
| silica | 18.40 | 7.84 | 26.24 |
| hafnia | 16.48 | 17.57 | 34.06 |

The field in each layer has the same magnitude in both rows. What changes is the order in which the electron meets the drops. Silica is more opaque in the favourable polarity: its exponent is larger by 1.92, a factor of about 7 in transmission. The hafnia exponent is smaller by 9.73, which outweighs this. Hafnia decides the outcome: behind the large silica drop it is a low barrier, and in front of it nearly a full one.

The difference of 7.82 between the sums would give a transmission ratio of about 2500. The full calculation at the injecting Fermi level gives 1840, a logarithm of 7.52. The exponent alone is less reliable where the barrier is only 0.1 eV high, but it misses just 0.30 in this logarithm.

## From transmission to current

The current ratio is smaller than the transmission ratio. Define an effective energy area \(A\) by

\[
|J|=J_0\,T_{\rm inj}\,A,\qquad J_0=1.618\times10^{10}\ \text{A cm}^{-2}\,\text{eV}^{-2},
\]

where \(T_{\rm inj}\) is the transmission at the injecting Fermi level with \(w=0\). For entry through silica \(A=1.89\times10^{-3}\) eV², and for entry through hafnia \(A=4.01\times10^{-3}\) eV². The current ratio is therefore

\[
1844\times0.471=868 .
\]

To see why the areas differ, suppose that \(T\) varies as \(T_{\rm inj}\exp[\beta_E(E-E_{\rm inj})-\beta_ww]\). For a cold metal and a wide voltage window the integral gives \(A\approx1/(\beta_E\beta_w)\). From the exponent,

\[
\beta_E\approx2\int\frac{m}{\hbar^2\kappa}\,dx,\qquad
\beta_w\approx2\int\frac{m_0}{\hbar^2\kappa}\,dx .
\]

Both increase where \(\kappa\) is small, as in the lowered hafnia. The full transmission gives slopes of 12.7 and 59 eV⁻¹ for entry through silica, against 8.5 and 35 eV⁻¹ for entry through hafnia. The integrals give 14.8 and 71, and 8.5 and 34, so they overshoot by up to a fifth for entry through silica; the slopes of the full transmission are used here. The estimated areas are \(1.3\times10^{-3}\) and \(3.4\times10^{-3}\) eV². They are below the actual ones because the estimate leaves out the thermal electrons above the Fermi level and the curvature of \(\ln T\), but they have the right order. The easier barrier accepts a narrower range of electrons, which halves the ratio, a loss of 0.75 out of 7.52 in the logarithm.

With these effects included, the current ratio is 1.28 at 0.1 V, 3.5 at 0.5 V, 15 at 1 V, 87 at 1.5 V and 870 at 2 V.

## Which contrast matters here

The layers differ in permittivity, barrier and mass. The contrasts can be separated at fixed thicknesses and voltage. If both permittivities are set to 10, and barriers and masses are kept, the ratio at 2 V becomes 0.63: the preference is weak and reversed. This agrees in sign with the low-bias criterion, because \(\sqrt{m/\Phi}\) is larger in silica. If silica is instead given hafnia's barrier and mass, and the permittivities are kept, the ratio is 1060. In this stack the contrast in permittivity, which puts most of the voltage across the thinner layer, is the main source of the asymmetry: the step between the band edges alone, with equal permittivities and equal masses, gives a ratio of only 3 to 7. The low barrier of hafnia still matters. With the masses kept, removing the step by lowering silica to 2.1 eV leaves a ratio of 540, but removing it by raising hafnia to 3.6 eV leaves only 53.

Above \(eV=\Phi_2=2.1\) eV, at a silica field of 10 MV/cm, the outer edge of hafnia falls below the injecting Fermi level for entry through silica, and the forbidden part of hafnia starts to shrink. The ratio then climbs to about \(6\times10^{3}\) at 2.3 V and \(3.6\times10^{4}\) at 2.5 V. A further regime begins when the inner edge of hafnia reaches the injecting Fermi level, at \(eV=\Phi_2/a=2.92\) eV. Beyond it, an electron at that level with \(w=0\) that enters through silica finds no forbidden region in hafnia, and silica alone supplies its exponent. Electrons at lower energy or with larger \(w\) still tunnel through part of the hafnia, and at 3.2 V they carry about 60% of the current. At the same voltage of opposite sign, hafnia still stands between 2.1 and 1.28 eV. The silica field would then be 14 MV/cm, above the rough breakdown limit of 12 MV/cm assumed here, so this regime is of doubtful use in the present stack.

## The model beside a real capacitor

The parameters are rough values for a TiN/SiO₂/HfO₂/TiN capacitor. The silica is thicker than the interfacial oxide of a typical modern transistor, and 2 V is above a usual logic supply voltage. A transistor also has a silicon electrode, which breaks the assumption of identical metals. At 2 V the fields are 9.6 MV/cm in silica and 1.9 MV/cm in hafnia, or 0.80 and 0.37 of rough breakdown limits.

Several neglected effects were estimated one at a time at 2 V:

- Image forces, taken from each metal separately and cut off at the barrier height, raise both currents about twentyfold and give a ratio of 1090. A cut-off 5 eV deeper raises them 25 to 30 times and gives 1020.
- A two-band dispersion replaces \(u\) by \(u(1-u/E_g)\), with gaps \(E_g\) of 9.0 and 5.8 eV and the same masses. It raises the smaller current about 500 times and cuts the ratio to 76.
- Thomas-Fermi screening places 9% of the voltage in each metal and gives 230.
- Heating to 400 K gives 940.

A sheet of \(10^{12}\) elementary charges per cm² at the inner interface would shift the potential there by 20 mV, little beside the silica drop of 1.44 V. It moves the ratio to about 840 or 900, depending on its sign, and ten times that charge moves it to about 630 or 1280. The preferred direction survives each of the four recalculations, but the factor of 870 is uncertain by more than an order of magnitude. Two-band dispersion and screening together bring it to about 30, and a hafnia mass of \(0.11\,m_0\) or \(0.30\,m_0\) in place of \(0.18\,m_0\) gives about 150 or \(10^4\). A hafnia barrier of 1.8 or 2.4 eV gives about 3800 or 350, and a hafnia permittivity of 16 or 25 about 350 or 2000. The absolute currents are less certain still.

The assumption most likely to fail in real hafnia is the absence of traps. A trap divides the path into exponents \(S_a\) and \(S_b\). With an attempt rate \(\nu\), the mean filling and emptying times \(e^{S_a}/\nu\) and \(e^{S_b}/\nu\) add, so that \(N\) traps per area carry

\[
J_{\rm trap}=\frac{eN\nu}{e^{S_a}+e^{S_b}} .
\]

Take \(\nu=10^{13}\) s⁻¹ as a rough value, with every trap at the injecting Fermi level and at the best depth in hafnia for each polarity. The trap current then equals the direct one at \(1.9\times10^{10}\) traps per cm² for entry through silica, with the trap at the inner interface (the output lists \(2.07\times10^{10}\) because its first slice lies 0.025 nm inside hafnia), but already at \(1.1\times10^{7}\) per cm² for entry through hafnia. In the second case the total exponent of 34 can be split almost evenly. In the first, silica alone holds 18.4 of the 26.2, and a trap in hafnia cannot divide that part.

With \(10^{11}\) such traps per cm², the trap currents would be about \(1.6\times10^{-3}\) and \(3.2\times10^{-3}\) A/cm², and the preference would be gone, even slightly reversed. This placement is deliberately favourable to traps, and it needs two different levels: 0.66 eV below the hafnia band edge for entry through silica and 1.56 eV for entry through hafnia. For a single level 0.1 nm inside hafnia, at the same density and weighted by \(f_L-f_R\), the total ratio is 0.16 at a depth of 1.6 eV but stays above 500 for depths from 0.7 to 1.3 eV. Deep traps can thus remove or reverse the large ratio, and a measured ratio near one would not show that the two barriers are alike. The numerical output below lists the remaining values.

## Calculated quantities

```
silica: d 1.5 nm, eps 3.9, barrier 3.6 eV, mass 0.5 m0
silica: gap 9.0 eV, fast permittivity 2.1
hafnia: d 3.0 nm, eps 20.0, barrier 2.1 eV, mass 0.18 m0
hafnia: gap 5.8 eV, fast permittivity 4.0
metal Fermi energy 5.0 eV; temperature 300 K
2m0/hbar^2 = 26.247 /(eV nm2); current prefactor 1.618e+10 A/cm2/eV2
silica voltage share a = 0.7194
at 2 V: silica drop 1.439 V, hafnia drop 0.561 V
fields: silica 9.59, hafnia 1.87 MV/cm
rough breakdown limits: 12.0, 5.0 MV/cm
fractions of those limits: 0.80, 0.37
hafnia inner edge meets injecting Fermi level at 2.92 V
+2 V exponents: silica 18.40, hafnia 7.84, sum 26.24
+2 V T from left 1.0162e-11, from right 1.0162e-11
+2 V energy area 1.888e-03 eV2
+2 V log slopes: E 12.66, w 58.62 /eV
-2 V exponents: silica 16.48, hafnia 17.57, sum 34.06
-2 V T from left 5.5100e-15, from right 5.5100e-15
-2 V energy area 4.012e-03 eV2
-2 V log slopes: E 8.48, w 34.59 /eV
exponent difference 7.821; ln T ratio 7.520
T ratio 1844.3; area ratio 0.471
|V| 0.1 V: J+ 1.596e-09, J- 1.252e-09 A/cm2, ratio 1.275
|V| 0.5 V: J+ 2.243e-08, J- 6.396e-09 A/cm2, ratio 3.508
|V| 1.0 V: J+ 3.526e-07, J- 2.362e-08 A/cm2, ratio 14.929
|V| 1.5 V: J+ 7.725e-06, J- 8.922e-08 A/cm2, ratio 86.580
|V| 2.0 V: J+ 3.105e-04, J- 3.577e-07 A/cm2, ratio 868.037
thickness x1: slope law 2.434, full 2.532 /V
thickness x2: slope law 4.867, full 4.965 /V
thickness x3: slope law 7.301, full 7.399 /V
eps*sqrt(m/barrier): silica 1.453, hafnia 5.855 eV^-1/2
compensating hafnia permittivity 4.964
odd exponent, 0.4 V over 0.2 V: real 2.001, compensated 8.021
symmetric hafnia/silica/hafnia (1.5 nm each) ratio 1.000000
equal permittivity: low-bias slope -0.409 /V, 2 V ratio 0.634
equal barrier, mass: low-bias slope 2.606 /V, 2 V ratio 1059.775
image force: J+ 6.97e-03, J- 6.41e-06 A/cm2, ratio 1088.2
two-band: J+ 1.38e-02, J- 1.81e-04 A/cm2, ratio 76.0
metal screening: J+ 1.26e-04, J- 5.53e-07 A/cm2, ratio 227.3
400 K: J+ 3.58e-04, J- 3.80e-07 A/cm2, ratio 941.1
screening length 0.0602 nm; voltage share per metal 0.092
trap attempt rate 1e+13 /s (rough)
trap density matching direct J: +2 V 2.07e+10, -2 V 1.12e+07 /cm2
1e+12 /cm2 interface charges shift potential 19.5 mV
```
